# Curvature of Two Equal Bonded Strips with a Mismatch Strain

## Problem

Two strips of equal thickness and equal elastic constants are bonded along their whole length while flat and free of stress. The temperature then changes. If the strips were separated, the upper one would take up the free strain $e_t$ and the lower one $e_b$, each uniform in its layer. Bonded, they cannot both do so, and the pair bends. Let $\Delta\varepsilon=e_t-e_b$ be the mismatch strain and $h$ the total thickness, so that each layer has thickness $h/2$.

(a) Estimate the curvature by scaling.

(b) Show that, away from the ends, the curvature is three mismatch strains divided by twice the total thickness. Find the stresses.

(c) Compare the estimate with the solution, and find what changes when the layers are not equal.

For numbers, take layers of 0.25 mm with Young modulus $E=90$ GPa and Poisson ratio $\nu=0.25$. The expansion coefficients are 15 ppm/K (upper) and 5 ppm/K (lower), and the heating is 100 K. The strip is 40 mm long and 5 mm wide. These are round model parameters.

The materials are linear, isotropic and elastic, strains are small, the bond does not slip, and no external force or moment acts. Height $z$ is measured upward from the bond plane, and tension is positive. The curvature $\kappa$ is positive when the upper face is the longer one, so that the strip is domed upward.

## First estimate by scaling

The mismatch is a pure number and the thickness is the one length that matters far from the ends. The modulus cannot enter, because it is common to both layers and there is no external load to compare it with. In linear elasticity the response is proportional to the mismatch, so $\kappa = C\,\Delta\varepsilon/h$ with a dimensionless constant $C$. Scaling alone would allow $C$ to depend on Poisson's ratio; the solution below shows that it does not.

A simple picture gives a value for $C$. Suppose that each layer bends without resistance and that its midline takes its free length. The midlines are $h/2$ apart. In a strip of curvature $\kappa$, lines separated by that height differ in strain by $\kappa h/2$. Setting this difference equal to the mismatch gives

$$\kappa_{\rm est}\,\frac h2=\Delta\varepsilon,\qquad \kappa_{\rm est}=\frac{2\,\Delta\varepsilon}{h}.$$

The layers do resist bending, so this should be too large.

## Exact solution within linear elasticity

**Strain.** The middle cross-section of the strip is a mirror plane: the left and right halves are identical, so the section cannot bulge toward either. It stays plane. Far from the ends every section is equivalent to the middle one and stays plane too. Two neighbouring plane sections can move apart and tilt relative to each other, which makes the length strain linear in height:

$$\varepsilon(z)=\varepsilon_0+\kappa z .$$

**Stress.** Stress comes from the strain in excess of the free strain $e(z)$, which is $e_b$ for $z<0$ and $e_t$ for $z>0$:

$$\sigma(z)=M\,[\varepsilon_0+\kappa z-e(z)] .$$

The stiffness $M$ depends on the width. In a strip much narrower than $h$ the transverse stress is negligible and $M=E$, except close to the bond, within a distance comparable with the width. There the layers also hinder each other's expansion across the width. This zone is a small part of the section and is neglected below. In a strip much wider than $h$, with a free strain equal in both in-plane directions, the two in-plane strains are also equal, $\varepsilon_x=\varepsilon_y=\varepsilon$. Hooke's law then gives

$$\sigma=\frac{E}{1-\nu^2}\,[(\varepsilon-e)+\nu(\varepsilon-e)]=\frac{E}{1-\nu}\,(\varepsilon-e),$$

so $M=E/(1-\nu)$. In both cases $M$ is the same in the two layers.

**Force balance.** No external force acts, so the stress has zero resultant over the section:

$$0=\int_{-h/2}^{h/2}\frac{\sigma}{M}\,dz=\varepsilon_0h+0-\frac h2(e_b+e_t).$$

The curvature term vanishes because $z$ is odd about the bond plane. Hence $\varepsilon_0=(e_t+e_b)/2$.

**Moment balance.** No external moment acts either:

$$0=\int_{-h/2}^{h/2}\frac{\sigma}{M}\,z\,dz=0+\kappa\frac{h^3}{12}-\int_{-h/2}^{h/2}e(z)\,z\,dz .$$

Now it is the $\varepsilon_0$ term that is odd and drops out. In the last integral the lower layer gives $-e_bh^2/8$ and the upper layer $+e_th^2/8$, together $\Delta\varepsilon\,h^2/8$. Therefore

$$\kappa=\frac{12}{h^3}\,\frac{\Delta\varepsilon\,h^2}{8}=\frac{3\,\Delta\varepsilon}{2h}.$$

This is the result asked for. Its sign is as expected: if the upper layer wants to be longer, $\kappa>0$ and it lies on the outside of the bend.

**Stress profile.** In the upper layer $\varepsilon_0-e_t=-\Delta\varepsilon/2$, so

$$\sigma(z)=M\Delta\varepsilon\left(-\frac12+\frac{3z}{2h}\right),\qquad 0<z<\frac h2 .$$

In the lower layer $\varepsilon_0-e_b=+\Delta\varepsilon/2$, which gives $\sigma(-z)=-\sigma(z)$. In a narrow strip this profile does not hold in the small zone next to the bond, so the bond value below is then only the continuation of the straight line. For $\Delta\varepsilon>0$ the upper layer is compressed at the bond, with stress $-M\Delta\varepsilon/2$. The stress passes through zero at $z=h/3$ and is tensile at the outer face, with value $M\Delta\varepsilon(-\tfrac12+\tfrac34)=M\Delta\varepsilon/4$. The layer that wants to be longer is thus in tension at its free surface, because bending stretches that surface beyond even its free length.

**Layer forces.** The force per width in the upper layer is

$$\int_0^{h/2}\sigma\,dz=M\Delta\varepsilon\left(-\frac h4+\frac{3h}{16}\right)=-\frac{M\Delta\varepsilon\,h}{16}\equiv-P,$$

and in the lower layer it is $+P$. About its own midline, each layer of thickness $h/2$ carries the bending moment per width

$$m=M\kappa\,\frac{(h/2)^3}{12}=\frac{M\Delta\varepsilon\,h^2}{64}.$$

The two forces act $h/2$ apart and form a couple of size $Ph/2=M\Delta\varepsilon h^2/32=2m$. This couple is what bends the two layers.

## Numbers

The free strains are $15\times10^{-6}\times100=1.5\times10^{-3}$ and $5\times10^{-6}\times100=0.5\times10^{-3}$, so $\Delta\varepsilon=1.0\times10^{-3}$. With $h=0.50$ mm,

$$\kappa=\frac{3\times1.0\times10^{-3}}{2\times0.50\times10^{-3}\ \mathrm m}=3.0\ \mathrm{m^{-1}},$$

a radius of 333 mm. The bow is the height of the middle above the line joining the ends. For a shallow arc of length $L$ it is

$$\frac{\kappa L^2}{8}=\frac{3.0\times(0.040)^2}{8}\ \mathrm m=0.60\ \mathrm{mm}.$$

The full circular arc gives 0.5998 mm, so the shallow-arc formula is adequate.

The width is ten times the thickness, so the wide-strip stiffness applies: $M=90/(1-0.25)=120$ GPa. Then $M\Delta\varepsilon/2=60$ MPa and $M\Delta\varepsilon/4=30$ MPa. Away from the ends and the side edges, the upper layer has $-60$ MPa at the bond and $+30$ MPa at its outer face. The layer force is $P=120\times10^9\times10^{-3}\times0.50\times10^{-3}/16=3750$ N/m, and $m=0.469$ N.

A wide strip also curves across its width, into a piece of a sphere. On a sphere, a line at distance $y$ from the central one is shorter by the fraction $\kappa^2y^2/2$, which at the edge of a strip of width $b$ is $\kappa^2b^2/8=\kappa\delta$, where $\delta=\kappa b^2/8$ is the transverse sag. The linear theory neglects this strain. It is small compared with the bending strain $\kappa h/2$ if $\delta\ll h$. Here $\delta=0.0094$ mm against $h=0.50$ mm, so the condition holds and the curvature changes by less than 0.1%. The stresses and layer forces are more sensitive, because they rest on the smaller net strains $\Delta\varepsilon/4$ and $\Delta\varepsilon/8$. The neglected strain has mean $-\kappa\delta/3$ across the width. Since the total force is zero, the central line carries an extra uniform tension $E\kappa\delta/3\approx0.8$ MPa, and lines near the side edges carry an extra compression. On the central line the bond and face stresses become about $-59$ and $+31$ MPa, and each layer force shifts by about $+210$ N/m, some 6% of $P$. For a whole wafer the width is the diameter, and the formula fails once the bow is comparable with the thickness.

## Comparison of estimate and solution

The estimate has the right form, but the true curvature is $(3/2)/2=3/4$ of it. The missing quarter can be traced. The true difference in strain between the two midlines is $\kappa h/2=\tfrac34\Delta\varepsilon$, not $\Delta\varepsilon$. The rest is taken up by the layer forces: each changes the strain of its midline by $P/(Mh/2)=\Delta\varepsilon/8$, one in compression and one in tension, which makes $\Delta\varepsilon/4$ together. The estimate left out these forces, and without them nothing would bend the layers.

**Energy.** Bending does not remove all the stress. Take a strip much narrower than $h$ and neglect the small zone next to the bond. Held flat at its best uniform length, each layer is strained by $\Delta\varepsilon/2$, and the energy per area is $\tfrac12E(\Delta\varepsilon/2)^2h=E\Delta\varepsilon^2h/8$. Once the strip is free to bend, the two layers contribute equally, and with $s=z/h$ the energy is

$$2\int_0^{h/2}\frac{\sigma^2}{2E}\,dz=E\Delta\varepsilon^2h\int_0^{1/2}\left(\frac14-\frac{3s}{2}+\frac{9s^2}{4}\right)ds .$$

The integral is $\tfrac18-\tfrac3{16}+\tfrac3{32}=\tfrac1{32}$. Bending therefore releases three quarters of the energy in this limit. The strip of the example is wide, so these energies are not its own; a strip with the same $E$, $h$ and mismatch would go from 5.63 to 1.41 J/m² in the limit of vanishing width. This limit is approached slowly. The neglected zone at the bond adds nearly the same energy, proportional to the ratio of width to thickness, to the flat and to the bent state. At a width of $h/10$ it adds about 0.18 J/m², so the bent energy is about 13% higher and the released fraction is 0.73.

**Unequal moduli.** Let two narrow layers of equal thickness $t=h/2$ have moduli $E_t$ and $E_b$, with $n=E_t/E_b$. The strain must agree at the bond, which lies $t/2$ below the upper midline and $t/2$ above the lower one:

$$e_t-\frac{P}{E_tt}-\frac{\kappa t}{2}=e_b+\frac{P}{E_bt}+\frac{\kappa t}{2}.$$

The couple of the layer forces supplies the bending moments, $Pt=\kappa(E_t+E_b)t^3/12$. Eliminating $P$ gives

$$\Delta\varepsilon=\kappa t\left[1+\frac{(E_t+E_b)}{12}\left(\frac1{E_t}+\frac1{E_b}\right)\right]=\kappa t\left[1+\frac{2+n+1/n}{12}\right].$$

The 1 in the bracket alone reproduces the scaling estimate; the second term is the resistance to bending. Since $n+1/n\ge2$, with equality at $n=1$, that term is at least $1/3$, and equal moduli give the largest curvature. With $t=h/2$,

$$\frac{\kappa h}{\Delta\varepsilon}=\frac{24}{14+n+1/n}.$$

This is 1.5 for $n=1$ and 1.45 for $n=2$. A factor of two in modulus lowers the curvature by 3%, so the result for equal layers is still useful when the moduli agree only roughly.

**Unequal thicknesses and the thin-film limit.** Now let the moduli be equal and the thicknesses $t_t$ and $t_b$, with $h=t_t+t_b$. Measure $z$ from the middle of the total thickness; the bond is then at $z_b=(t_b-t_t)/2$. The moment balance is as before, except for

$$\int e\,z\,dz=\Delta\varepsilon\int_{z_b}^{h/2}z\,dz=\frac{\Delta\varepsilon}{8}\left[h^2-(t_b-t_t)^2\right]=\frac{\Delta\varepsilon\,t_bt_t}{2},$$

where the part $e_b$, common to both layers, integrates to zero. Hence

$$\kappa=\frac{6\,\Delta\varepsilon\,t_bt_t}{h^3}.$$

At fixed $h$ this is largest for equal layers, where it returns $3\Delta\varepsilon/(2h)$. For a thickness ratio of two, $\kappa h/\Delta\varepsilon$ is 1.33.

For a film of thickness $t_f$ on a much thicker substrate $t_s$, $h\approx t_s$ and

$$\kappa\approx\frac{6\,\Delta\varepsilon\,t_f}{t_s^2},$$

which is the Stoney formula for equal moduli, used to read film stress from wafer bow. It replaces $h^3$ by $t_s^3$. For equal layers $h=2t_s$, and the formula would give $2^3=8$ times the true curvature.

**The ends.** At a free end the layer forces must vanish, so the solution above cannot hold there; shear across the bond builds the forces up. A two-dimensional elastic calculation that does not assume plane sections, for a strip ten thicknesses long with the transverse stress set to zero, shows how far this zone reaches. About one thickness from the end the layer force is already within 0.1% of its interior value. In the middle, the calculation gives $\kappa h/\Delta\varepsilon=1.500$ and confirms the linear stress profile. The values are listed in the numerical output.

## Calculated quantities

```
Layer thickness: 0.25 mm
Total thickness: 0.50 mm
Young modulus: 90 GPa
Poisson ratio: 0.25
Wide-strip stiffness E/(1-nu): 120 GPa
Expansion coefficient, top: 15 ppm/K
Expansion coefficient, bottom: 5 ppm/K
Heating: 100 K
Strip length: 40 mm
Strip width: 5 mm
Free strain, top: 1.50e-03
Free strain, bottom: 5.00e-04
Mismatch strain: 1.00e-03
Mean strain from energy minimum: 1.00e-03
Curvature from formula: 3.0000 1/m
Curvature from energy, narrow strip: 3.0000 1/m
Curvature from energy, wide strip: 3.0000 1/m
Radius of curvature: 333.3 mm
Bow, shallow-arc formula: 0.6000 mm
Bow, exact circular arc: 0.5998 mm
Transverse sag: 0.0094 mm
Top-layer stress at bond: -60.0 MPa
Top-layer stress at outer face: 30.0 MPa
Height of zero stress, top layer: 0.1667 mm
Top-layer force per width: -3750.0 N/m
Bottom-layer force per width: 3750.0 N/m
Moment per width in each layer: 0.46875 N
Narrow-strip energy held flat: 5.6250 J/m^2
Narrow-strip energy after bending: 1.4063 J/m^2
Fraction of energy released: 0.7500
Scaled curvature = curvature*total thickness/mismatch (no unit)
Scaled curvature, equal layers: 1.5000
Scaled curvature, modulus ratio 2: 1.4545
Scaled curvature, thickness ratio 2: 1.3333
Stoney curvature / true, equal layers: 8.000
Scaled curvature, finite elements: 1.50000
Finite elements: length/thickness 10, nu 0.3
Largest stress error / (E*mismatch): 2.3e-11
Layer force / interior value, finite elements (no unit):
  centred 1.06 thicknesses from end: 0.9999
  centred 2.06 thicknesses from end: 1.0000
```
